\section*{Eccentric Kepler Orbits: Regularized Leapfrog Against Fixed-Step Verlet}

\section{Which variable should be stepped?}

Before a classical trajectory of a highly excited electron can be computed, a step must be chosen. If the orbit is eccentric, the electron spends most of its period far from the nucleus but turns around it very quickly. A constant time step must either resolve that short passage everywhere or fail there. One alternative is to change variables so that equal steps suit the whole orbit. The choice can alter the cost by several powers of ten.

Take an electron in the field of a fixed point nucleus of charge $Z$, without relativity. In atomic units, with electron mass one,
\begin{equation}
H=\tfrac12|\mathbf v|^2-\frac Zr=E<0,\qquad a=\frac{Z}{2|E|}.
\end{equation}
Here $a$ is the semi-major axis. With eccentricity $e$, the pericentre and apocentre distances are $q=a(1-e)$ and $Q=a(1+e)$, and the period is $T=2\pi\sqrt{a^3/Z}$. At pericentre the velocity is perpendicular to the radius, and energy conservation gives
\begin{equation}
v_p^2=\frac{2Z}{q}-\frac Za=\frac{Z(1+e)}q .
\end{equation}
The angular momentum therefore obeys $L^2=q^2v_p^2=Za(1-e^2)$.

Choose $Z=1$, $a=100$ bohr and $L=1$. Then $e=\sqrt{0.99}=0.99499$, $q=0.5013$ bohr, $v_p=1.995$, $E=-0.005$ hartree and $T=6283.2$ atomic units, or $152.0$ fs. This is a classical orbit, not a quantum state. Allow $N=200$ steps per revolution.

\section{One Verlet step by hand}

Velocity Verlet applies half a kick, a drift and another half kick. Its time step is $h_t=T/N=31.42$. Start at pericentre on the positive $x$ axis, moving along $y$. The force is $-1/q^2=-3.980$, so the first half kick changes the radial velocity by
\begin{equation}
-\tfrac12(31.42)(3.980)=-62.5 .
\end{equation}
The drift then carries the electron almost 2000 bohr away, where the second kick is negligible. Its energy is about $(62.5^2+1.995^2)/2\simeq1.96\times10^3$ hartree, an error of $3.9\times10^5$ relative to $|E|$. The bound orbit has been lost in one step.

The failure has a simple measure. The local rate of motion at pericentre is of order $\sqrt{Z/q^3}$, and here $h_t\sqrt{Z/q^3}=88.5$, whereas a resolved passage needs a value well below one.

\section{A square root removes the singular force}

Write the planar position as a complex number $x$, and define the Levi-Civita variable $u$ and fictitious time $s$ by
\begin{equation}
x=u^2,\qquad r=u\bar u,\qquad dt=r\,ds .
\end{equation}
A prime means $d/ds$. Since $x'=2uu'=rv$,
\begin{equation}
v=\frac{2u'}{\bar u},\qquad u'=\frac{\bar u v}{2}.
\label{eq:velocity}
\end{equation}
Insert this velocity in the energy and multiply by $r$:
\begin{equation}
2|u'|^2-Er=Z. \label{eq:constraint}
\end{equation}
Newton's equation gives $v'=r\,dv/dt=-Zx/r^2=-Z/\bar u^2$. Differentiating $u'=\bar uv/2$ and using \eqref{eq:constraint},
\begin{align}
u''&=\frac{\bar u'v}{2}+\frac{\bar uv'}2
=\frac{|u'|^2-Z/2}{\bar u}\nonumber\\
&=\frac{Er}{2\bar u}=\frac E2u=-\omega^2u,\qquad
\omega^2=\frac{|E|}{2}=\frac Z{4a}. \label{eq:oscillator}
\end{align}
The singular attraction has become a harmonic oscillator whose frequency does not depend on $e$.

From pericentre, $u_0=\sqrt q$ and $u_0'=i\sqrt q\,v_p/2=i\omega\sqrt Q$. Hence
\begin{equation}
u(s)=\sqrt q\cos\omega s+i\sqrt Q\sin\omega s. \label{eq:exactu}
\end{equation}
With $\phi=2\omega s$, squaring gives $x=a(\cos\phi-e)+i\sqrt{qQ}\sin\phi$ and $r=a(1-e\cos\phi)$. Thus $\phi$ is the eccentric anomaly. One revolution of $x$ is half an oscillation of $u$ and takes $s=\pi/\omega$. Integrating $r$ gives Kepler's equation, $t=(T/2\pi)(\phi-e\sin\phi)$.

\section{One regularized step by hand}

Physical time can be treated as a coordinate with conjugate momentum $p_t=-E$. The Hamiltonian for evolution in $s$ is
\begin{equation}
K=\frac{|P|^2}{8}+p_t|u|^2-Z,\qquad P=4u'.
\end{equation}
It gives $u'=P/4$, $P'=2Eu$ and $t'=|u|^2$, as required, and the physical orbit has $K=0$. The kinetic and potential parts give this leapfrog step of length $h$:
\begin{enumerate}
\item Add $-\tfrac12h\omega^2u$ to $u'$ and $\tfrac12h|u|^2$ to $t$.
\item Add $hu'$ to $u$.
\item Repeat the first operation with the new $u$.
\end{enumerate}

For the same 200 steps per revolution, $\omega=0.05$ and $h=\pi/(N\omega)=0.31416$. Initially $u_0=\sqrt{0.5013}=0.7080$ and $u_0'=0.7062\,i$. The first half kick adds
\begin{equation}
-\tfrac12(0.31416)(0.05)^2(0.7080)=-2.78\times10^{-4}
\end{equation}
to $u'$. The drift gives $u_1=0.7079+0.2219\,i$, so $x_1=u_1^2=0.452+0.314\,i$ bohr and $r_1=0.550$ bohr. Physical time advances by
\begin{equation}
\tfrac12h(r_0+r_1)=0.157(0.501+0.550)=0.165 .
\end{equation}
Equal steps in $s$ have produced a short time step near the nucleus, with no step-size controller.

\section{All the steps at once}

Let $\eta=\omega h/2=\pi/(2N)$. A forward step from $u_n$ and a backward step from the same point give
\begin{equation}
u_{n\pm1}=(1-2\eta^2)u_n\pm hu_n'. \label{eq:pm}
\end{equation}
Adding them yields $u_{n+1}+u_{n-1}=2(1-2\eta^2)u_n$. The solutions are sines and cosines of $n\theta$, where $\cos\theta=1-2\eta^2$, or $\theta=2\arcsin\eta$. Since $\sin\theta=2\eta\sqrt{1-\eta^2}$, matching $u_0$ and $u_1$ gives
\begin{equation}
u_n=u_0\cos n\theta+\frac{u_0'}{W}\sin n\theta,\qquad
W=\omega\sqrt{1-\eta^2}. \label{eq:discrete}
\end{equation}
This describes points on a fixed ellipse centred at $u=0$. In suitably rotated axes such an ellipse is $A\cos\psi+iB\sin\psi$, and
\begin{equation}
(A\cos\psi+iB\sin\psi)^2=\tfrac{A^2-B^2}{2}+\tfrac{A^2+B^2}{2}\cos2\psi+iAB\sin2\psi .
\end{equation}
The centre offset squared equals the difference of the squared semi-axes, so one focus is at the nucleus. Apart from rounding, the numerical orbit is a slightly altered Kepler ellipse that does not precess.

Subtracting the two equations in \eqref{eq:pm} gives $u_n'=(u_{n+1}-u_{n-1})/2h$. With \eqref{eq:discrete} and $\sin\theta/h=W$,
\begin{equation}
u_n'=u_0'\cos n\theta-Wu_0\sin n\theta .
\end{equation}
The cross terms cancel in $I=|u_n'|^2+W^2|u_n|^2$, which is therefore constant. If $H_n$ is the physical energy recovered from $u_n$ and $u_n'$,
\begin{align}
r_n(H_n-E)&=2|u_n'|^2+2\omega^2r_n-Z\nonumber\\
&=2I+2\omega^2\eta^2r_n-Z .
\end{align}
The left side vanishes at the start. Subtract its initial value and use $|E|=2\omega^2$:
\begin{equation}
\frac{H_n-E}{|E|}=\eta^2\left(1-\frac{r_0}{r_n}\right). \label{eq:energy}
\end{equation}

For a pericentre start $r_n\ge r_0$, so the error lies between zero and $\eta^2=\pi^2/(4N^2)$ for every $e<1$. For $N=200$ this ceiling is $6.17\times10^{-5}$.

The starting point matters. From apocentre, $r_0/r_n$ can approach $(1+e)/(1-e)$, and the error in $H$ can approach $2e\eta^2/(1-e)$ in magnitude. In the example it reaches $2.4\times10^{-2}$. The weighted error $r|H-E|/Z$, which compares the energy error with the local Coulomb energy, stays below $6.2\times10^{-5}$. This weighted quantity is the one controlled uniformly from either apsis.

\section{Position and time errors}

For a pericentre start, \eqref{eq:discrete} becomes
\begin{equation}
u_n=\sqrt q\cos n\theta+i\sqrt{Q'}\sin n\theta,\qquad
Q'=\frac Q{1-\eta^2}.
\end{equation}
Compare it with \eqref{eq:exactu} at the same $s=nh$, where $\omega s=2n\eta$. There are two errors. The eccentric anomaly is displaced by $2n(\theta-2\eta)$. On the true ellipse $|dx/d\phi|=\sqrt{r(2a-r)}\le a$, so this contributes at most $2na(\theta-2\eta)$. At equal phase $\psi$, the changed width contributes
\begin{equation}
-(Q'-Q)\sin^2\psi+2i\sqrt q(\sqrt{Q'}-\sqrt Q)\sin\psi\cos\psi .
\end{equation}
Because $2\sqrt q(\sqrt{Q'}-\sqrt Q)\le Q'-Q$, its magnitude is at most $Q'-Q$. Therefore
\begin{equation}
|\delta x_n|\le2na(\theta-2\eta)+\frac{Q\eta^2}{1-\eta^2}. \label{eq:position}
\end{equation}
The expansion $\theta=2\eta+\eta^3/3+\cdots$ turns the first term after $m$ revolutions into about $m\pi a\eta^2/3$. The bound is of order $a/N^2$ for fixed $m$, uniformly in $e$, and grows linearly with $m$.

Time follows from a sum. With $a'=(Q'+q)/2$ and $c'=(Q'-q)/2$, the radius is $r_k=a'-c'\cos2k\theta$. The average of neighbouring cosines is
\begin{equation}
\cos\theta\cos(2k+1)\theta=\frac{\cot\theta}{2}\left[\sin2(k+1)\theta-\sin2k\theta\right],
\end{equation}
so the trapezoidal sum telescopes to a discrete Kepler equation:
\begin{equation}
t_n=h\left[a'n-\frac{c'}2\cot\theta\sin2n\theta\right]. \label{eq:time}
\end{equation}
After one revolution, $a'-a\simeq a(1+e)\eta^2/2$ and $\sin2N\theta\simeq\pi\eta^2/3$. Since $Nha=T$ and $ea/(2\omega)=eT/(2\pi)$,
\begin{equation}
\frac{t_N-T}{T}\simeq\eta^2\left(\frac{1+e}{2}-\frac e6\right)
=\frac{3+2e}{6}\eta^2. \label{eq:period}
\end{equation}
For the example this is $5.13\times10^{-5}$, or $0.322$ atomic units.

That small time error limits what ``uniform'' means. At equal $s$ the largest position error in the first revolution is $0.0129$ bohr. If the computed point is instead compared with the true point at the computed physical time, found by solving Kepler's equation numerically, the largest error is $0.62$ bohr, more than the pericentre distance. The estimate $v_p(t_N-T)=1.995\times0.322=0.64$ bohr explains its size. In general
\begin{equation}
\frac{v_pT}{q}=\frac{2\pi\sqrt{1+e}}{(1-e)^{3/2}},
\end{equation}
so keeping $v_p(t_N-T)/q$ fixed requires $N$ to grow as $(1-e)^{-3/4}$. A calculation that needs the electron's place at a prescribed instant near pericentre must allow for this.

\section{The error of resolved Verlet}

Return to fixed time steps, now small enough to resolve the passage. Let $V=-Z/r$, $\mathbf F=-\nabla V$ and $\mathbf d=\mathbf x_1-\mathbf x_0$. The Verlet equations give
\begin{align}
\mathbf v_1-\mathbf v_0&=\tfrac12h_t(\mathbf F_0+\mathbf F_1),\\
\tfrac12(\mathbf v_0+\mathbf v_1)&=\frac{\mathbf d}{h_t}+\frac{h_t}{4}(\mathbf F_1-\mathbf F_0).
\end{align}
Their scalar product is the kinetic-energy change. Hence, without approximation,
\begin{equation}
\Delta H=V_1-V_0+\tfrac12\mathbf d\cdot(\mathbf F_0+\mathbf F_1)
+\tfrac18h_t^2\Delta|\mathbf F|^2. \label{eq:identity}
\end{equation}
The first three terms are the error of the trapezoidal rule along $\mathbf d$. To leading order they equal $-h_t^3D/12$, where $D$ is the third derivative of $V$ contracted with three velocities. Let $V''$ be the matrix of second derivatives. Along the motion,
\begin{align}
\frac{d}{dt}(\mathbf v\cdot V''\mathbf v)&=D+2\mathbf v\cdot V''\mathbf F,\\
\frac{d}{dt}|\mathbf F|^2&=-2\mathbf F\cdot V''\mathbf v .
\end{align}
Their sum is $D$. Replacing $h_tD$ by the change over a step and summing over steps gives, to leading order,
\begin{equation}
\Delta H\simeq-h_t^2\Delta G,\qquad
G=\frac{\mathbf v\cdot V''\mathbf v}{12}-\frac{|\mathbf F|^2}{24}. \label{eq:G}
\end{equation}
At an apsis $\mathbf v\perp\mathbf x$, so $\mathbf v\cdot V''\mathbf v=Zv^2/r^3$. At pericentre this gives
\begin{equation}
G_p=\frac{Z^2}{24q^4}[2(1+e)-1]=\frac{Z^2(1+2e)}{24q^4}.
\end{equation}
The apocentre value follows by $e\to-e$ and $q\to Q$. With $h_t^2=4\pi^2a^3/(ZN^2)$, the energy change from pericentre to apocentre is
\begin{equation}
\frac{\Delta H}{|E|}\simeq\frac{\pi^2}{3N^2}
\left[\frac{1+2e}{(1-e)^4}-\frac{1-2e}{(1+e)^4}\right]. \label{eq:verlet}
\end{equation}
This holds for $h_t\sqrt{Z/q^3}\ll1$. At $e=0.9$ and $N=20\,000$, a Verlet run gives $2.303\times10^{-4}$, as does the formula to these digits.

\section{Reading the comparison}

The table gives the largest errors in the first revolution from pericentre, with $N=200$, obtained by running both recurrences. Energy errors are relative to $|E|$; the position error is taken at equal $s$.

\begin{center}
\begin{tabular}{cccc}
$e$ & Verlet energy & Regularized energy & Regularized $|\delta x|/a$\\
0.3 & $5.4\times10^{-4}$ & $2.8\times10^{-5}$ & $8.9\times10^{-5}$\\
0.9 & $4.1$ & $5.8\times10^{-5}$ & $1.2\times10^{-4}$\\
0.99499 & $3.9\times10^5$ & $6.2\times10^{-5}$ & $1.3\times10^{-4}$\\
0.9999 & $2.5\times10^{12}$ & $6.2\times10^{-5}$ & $1.3\times10^{-4}$
\end{tabular}
\end{center}

None of the last three Verlet entries is a resolved orbit: already at $e=0.9$, $h_t\sqrt{Z/q^3}=0.99$. The last two come from the first half kick: its kinetic energy $\tfrac12(h_tZ/2q^2)^2$, divided by $|E|$, is $\pi^2/[N^2(1-e)^4]$. This happens to have the same leading form as \eqref{eq:verlet} when $e\to1$.

How many Verlet steps would bring the energy change from pericentre to apocentre down to the regularized ceiling? Equate \eqref{eq:verlet}, with $N_V$ steps, to $\pi^2/(4N^2)$. Near $e=1$ the bracket is $3/(1-e)^4$, so
\begin{equation}
N_V\simeq\frac{2N}{(1-e)^2}.
\end{equation}
The full bracket gives $N_V=1.59\times10^7$ for the example, about $79\,000$ times as many steps. With that step, a run of 40\,000 steps from pericentre reaches $r=9.8$ bohr with an energy error of $6.17\times10^{-5}$, the intended value. Merely resolving pericentre requires $N_V\propto(1-e)^{-3/2}$; a fixed bound on the largest energy error is the stronger demand as $e\to1$. This ratio belongs to a pericentre start. From apocentre the regularized error is $2e\eta^2/(1-e)$, and matching it needs only $N_V\simeq\sqrt2N(1-e)^{-3/2}$, or $8\times10^5$ steps in the example, about 4000 times as many. From that start the Verlet energy error is also transient: with $10^5$ steps it peaks at $1.5|E|$ and falls to about $10^{-12}|E|$ after the revolution, but the position is then wrong by $1.5$ bohr.

\section{The general method in space}

In three dimensions the square root needs four real components, the Kustaanheimo--Stiefel variables. Define
\begin{equation}
L(u)=\begin{pmatrix}
u_1&-u_2&-u_3&u_4\\
u_2&u_1&-u_4&-u_3\\
u_3&u_4&u_1&u_2\\
u_4&-u_3&u_2&-u_1
\end{pmatrix}.
\end{equation}
Then $L(u)u=(x,y,z,0)$, $L^TL=r\mathbf1$ and $r=|u|^2$. Extend $\mathbf v$ by a zero fourth component and set $u'=\tfrac12L(u)^T\mathbf v$. The fourth component of $L(u)u'$ is
\begin{equation}
\ell(u,u')=u_4u_1'-u_3u_2'+u_2u_3'-u_1u_4'=0 .
\end{equation}
The other three components are symmetric in $u$ and $u'$, so $L(u)u'=L(u')u$ and $\mathbf v=2L(u')u/r$. Differentiation gives
\begin{equation}
u''=\tfrac12L(u')^T\mathbf v+\tfrac12L(u)^T\mathbf v'
=\frac{|u'|^2-Z/2}{r}u=\frac E2u .
\end{equation}
The same leapfrog therefore applies. A kick adds a multiple of $u$ to $u'$, and a drift adds a multiple of $u'$ to $u$; since $\ell$ is antisymmetric, both preserve $\ell=0$.

A starting $u$ follows from the position. Choosing the branch by the sign of $x$ keeps the divisor at least $\sqrt{2r}$, so it is never small compared with $\sqrt r$. For $x\ge0$ take
\begin{equation}
u_1=\sqrt{\tfrac{r+x}{2}},\quad u_2=\frac y{2u_1},\quad u_3=\frac z{2u_1},\quad u_4=0;
\end{equation}
for $x<0$ take
\begin{equation}
u_2=\sqrt{\tfrac{r-x}{2}},\quad u_1=\frac y{2u_2},\quad u_4=\frac z{2u_2},\quad u_3=0.
\end{equation}
Then form $u'$, apply the three-part step, and recover $\mathbf x=L(u)u$ and $\mathbf v=2L(u)u'/r$.

\section{Collision and limits of use}

At $e=1$ the electron can start at rest at apocentre. Then $u_n=u_0\cos n\theta$ passes through zero without a singular force. With $N=200$ the largest position error at equal $s$ is $4.9\times10^{-5}a$ over one revolution. The mathematical continuation is regular, but the model is not physical there: the speed grows as $\sqrt{2Z/r}$, so the nonrelativistic point-nucleus description fails before $r=0$. Even in the example with $L=1$ the neglected physics exceeds the numerical errors found with $N=200$. Relativity turns the ellipse by $\pi Z^2/(cL)^2=1.7\times10^{-4}$ rad per revolution, which moves the first apocentre by $0.017$ bohr, and the recoil of a proton shortens the period at the same $a$ by $1.7$ atomic units. The errors quoted above measure the integrator against the model, not against a hydrogen atom.

Rounding sets another limit. Recovering $H$ divides a small error in $K$ by $r$. For a nearly radial orbit started near pericentre, it is also better to supply $E=-Z/(2a)$ than to subtract two large, almost equal energies.

An unperturbed oscillator can be advanced with exact sines and cosines, so leapfrog is not needed for a pure Kepler orbit. Leapfrog can also include an added static potential $V_1(\mathbf x)$: $E$ becomes the total energy, $K$ gains the term $|u|^2V_1$ and the kicks gain its gradient. If $V_1$ is weak, a better split keeps the exact oscillator motion and kicks with the gradient of $|u|^2V_1$ alone, because its splitting error vanishes with $V_1$. The error bounds above belong to the pure Coulomb problem and must be reassessed for that larger one.
